# Temperature jumps and the effective conductivity of short, nearly ballistic samples

**The argument under review**

The manuscript computes heat conduction by non-equilibrium molecular dynamics. A sample of length $L$ is held between a hot thermostat at $T_h$ and a cold one at $T_c$, and a steady flux $q$ is recorded. The temperature profile has a smooth interior and an abrupt step near each thermostat. The authors reason as follows: the steps are produced by the thermostats, the interior belongs to the material, so the steps should be discarded and the conductivity of the short sample taken from the interior slope. They then use that value to predict heat flow through a device of the same length.

The question is whether the number so obtained is the effective conductivity of the sample. Two quantities must be kept apart. With $\Delta T=T_h-T_c$,

$$k_{\rm eff}=\frac{qL}{\Delta T},\qquad k_{\rm grad}=\frac{q}{|dT/dz|}.$$

The first is conductance times length, which is what predicts the flux between two given bath temperatures. The second is the authors' number. Let $D=L|dT/dz|$ be the interior drop extrapolated over the whole length, and $d=D/\Delta T$. Then $k_{\rm grad}=qL/D$, and division gives

$$\frac{k_{\rm grad}}{k_{\rm eff}}=\frac{\Delta T}{D}=\frac1d .$$

This is arithmetic. If $0<d<1$, discarding the jumps overstates the effective conductivity. The physics lies in the size of $d$, and in whether the jumps are thermostat artefacts at all.

**A chain without scattering**

Take a harmonic chain with fixed walls and unit mass, spring constant, spacing and $k_B$. Its first and last atoms feel friction $\gamma$ and random forces of strength $2\gamma T_h$ and $2\gamma T_c$. If $\Phi$ is the spring matrix and $\Gamma$ the friction matrix, the vector of positions and velocities obeys a linear equation with drift matrix $A$. In a time $dt$ its covariance $C$ changes by $(AC+CA^T+B)\,dt$, where $B$ holds the noise strengths, so the steady state satisfies

$$AC+CA^{T}+B=0,\qquad A=\begin{pmatrix}0&1\\-\Phi&-\Gamma\end{pmatrix}.$$

The hot bath supplies power $\gamma T_h$ through its noise and removes $\gamma\langle v_1^2\rangle$ through friction, so $J=\gamma(T_h-\langle v_1^2\rangle)$.

The same flux follows from the frequency response $G=(\Phi-\omega^2-i\omega\Gamma)^{-1}$. The two noises are independent, hence

$$\langle v_1^2\rangle=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,2\gamma\omega^2\left(|G_{11}|^2T_h+|G_{1N}|^2T_c\right).$$

At equal bath temperatures equipartition requires $\langle v_1^2\rangle=T$, so the two integrals without their temperatures add to one. Using this to eliminate the $G_{11}$ term,

$$J=\frac{\Delta T}{2\pi}\int_0^\infty 4\gamma^2\omega^2|G_{1N}|^2\,d\omega .$$

This is the Landauer form. The flux is set by the difference between the baths, and no interior gradient enters.

For 20 atoms, $\gamma=1$ and baths at 1.5 and 0.5, both routes give $J/\Delta T=0.19098$. With 40 atoms the flux is the same to the digits printed. The length between the end atoms is 19, so $k_{\rm eff}=0.19098\times19=3.63$; it grows in proportion to length, as it must when the conductance is constant. The slope fitted over the middle half extrapolates to a drop of $-2.9\times10^{-5}$, so $k_{\rm grad}$ would be enormous, and the slope does not even have the sign that Fourier's law requires. The authors' recipe fails here although the conductance is perfectly well defined.

**A chain with scattering**

Now add a quartic term to each bond, with energy $r^2/2+\beta r^4/4$ and $\beta=0.5$, and follow the trajectories directly with the same baths. The thermostats give a flux of $0.1918\pm0.0008$ and the bond forces give 0.1914. The extrapolated interior drop is $0.215\pm0.007$ out of $\Delta T=1$. Therefore

$$k_{\rm eff}=\frac{0.1918\times19}{1}=3.64,\qquad k_{\rm grad}=\frac{0.1918\times19}{0.215}\approx17,$$

a ratio of about 4.7, uncertain by a few tenths through the sampling error of the drop. The flux happens to lie close to the harmonic value. The quartic term both stiffens the bonds and scatters the waves, and these runs do not separate the two effects.

**Where the jumps come from**

To see whether ideal thermostats would remove the jumps, consider phonons in a laterally wide slab. Assume linear response, one speed $v$, heat capacity $c$ per volume, one mean free path $\Lambda$ and isotropic scattering. The baths absorb every phonon that reaches them and emit an equilibrium distribution. Let $x=z/\Lambda$, $\tau=L/\Lambda$, and let $\mu$ be the cosine of the angle to the $z$ axis. Describing the phonons in each direction by a temperature $\theta(x,\mu)$, the Boltzmann equation is

$$\mu\frac{\partial\theta}{\partial x}=T(x)-\theta,\qquad T(x)=\frac12\int_{-1}^{1}\theta\,d\mu .$$

The second relation defines temperature by energy density and also ensures that scattering conserves energy. For $\mu>0$ the solution is

$$\theta=T_he^{-x/\mu}+\int_0^xT(x')\,e^{-(x-x')/\mu}\,\frac{dx'}{\mu},$$

with the mirror image for $\mu<0$. Averaging over angle, with $E_n(y)=\int_0^1\mu^{n-2}e^{-y/\mu}d\mu$, gives

$$T(x)=\frac12\left[E_2(x)T_h+E_2(\tau-x)T_c+\int_0^\tau E_1(|x-x'|)T(x')\,dx'\right].$$

The flux is $q=(cv/2)\int_{-1}^1\mu\,\theta\,d\mu$. Without scattering, the right-movers are at $T_h$ and the left-movers at $T_c$. Since $\int_0^1\mu\,d\mu=1/2$, this gives $q=g\,\Delta T$ with $g=cv/4$. In general write $q=g\mathcal T\Delta T$, where $\mathcal T\le1$ is the probability that a phonon emitted at one bath is absorbed at the other.

Deep inside a thick sample $\theta\approx T-\mu\,dT/dx$. Then $q=-(cv/3)\,dT/dx$, and the bulk conductivity is $\kappa=cv\Lambda/3$.

The jumps are already present in the ballistic limit. Every interior point then receives half its phonons from each bath, so $T=(T_h+T_c)/2$ throughout, with a step of $\Delta T/2$ at each end. These baths are ideal. The steps arise because phonons arriving at a bath do not carry that bath's temperature, and they belong to the transport problem being solved.

**The nearly ballistic limit**

Since $E_2'=-E_1$ and $E_2(0)=1$,

$$\int_0^\tau E_1(|x-x'|)\,dx'=2-E_2(x)-E_2(\tau-x),$$

so a constant temperature solves the equation when the baths are equal. Write $T=(T_h+T_c)/2+\Delta T\,u(x)$ and subtract that constant solution:

$$u(x)=\frac14\left[E_2(x)-E_2(\tau-x)\right]+\frac12\int_0^\tau E_1(|x-x'|)\,u(x')\,dx'.$$

For small $\tau$ the integral of $E_1$ is of order $\tau\ln(1/\tau)$, so the last term is a small correction to $u$. Differentiating it at the centre and integrating by parts gives

$$\frac12\int_0^\tau\left[E_1(|\tau/2-x'|)-E_1(\tau/2)\right]u'(x')\,dx'.$$

For small $\tau$ the bracket is close to $\ln\left[(\tau/2)/|\tau/2-x'|\right]$, whose integral over the slab is $\tau$. To leading logarithmic order $u'$ is constant, so this term changes the centre slope by a relative amount of about $\tau/2$. Differentiating the first term at $x=\tau/2$ gives two equal contributions of $-E_1(\tau/2)/4$:

$$\left.\frac{dT}{dz}\right|_{\rm centre}\simeq-\frac{\Delta T}{2\Lambda}E_1(\tau/2).$$

At $\tau=0.01$ the numerical solution has a scaled slope of 2.375, against 2.363 from this formula, a difference of 0.5%, as the estimate $\tau/2$ predicts. With $d=\tau E_1(\tau/2)/2$,

$$\frac{k_{\rm grad}}{k_{\rm eff}}\simeq\frac{2}{\tau E_1(\tau/2)},\qquad
\frac{k_{\rm grad}}{\kappa}=\frac{g\mathcal T L/d}{cv\Lambda/3}=\frac{3\mathcal T\tau}{4d}\simeq\frac{3\mathcal T}{2E_1(\tau/2)} .$$

As $\tau\to0$, $E_1(\tau/2)$ grows like $\ln(1/\tau)$. The first ratio therefore diverges, while the second falls slowly to zero. These expressions use the centre slope. A fit over the middle half has the same leading logarithm but different corrections of relative order $1/\ln(1/\tau)$.

The second ratio closes an escape route. The authors might reply that the slope at least gives the bulk conductivity. In a short slab it does not. The logarithm comes from grazing phonons: $E_1$ contains $\int d\mu/\mu$, and phonons with small $\mu$ travel a long path in a short thickness. They make the interior gradient steeper than Fourier's law with the bulk $\kappa$ would require for the same flux.

The reply would be correct in a strictly one-dimensional model with $\mu=\pm1$. There $\theta_+'=T-\theta_+$ and $\theta_-'=\theta_--T$, with $T=(\theta_++\theta_-)/2$. Subtracting shows that $\theta_+-\theta_-$ is constant; call it $\delta$. Adding gives $dT/dx=-\delta/2$. With $q=cv\delta/2$, the slope yields the one-dimensional bulk value $\kappa_1=cv\Lambda$ at every length. The baths fix $\theta_+(0)=T_h$ and $\theta_-(\tau)=T_c$. Since $\theta_+$ falls by $\tau\delta/2$ across the sample, $\Delta T=\delta(1+\tau/2)$, and therefore $k_{\rm eff}=\kappa_1/(1+2\Lambda/L)$. Even in this favourable case the slope gives the bulk value and overstates the effective one by the factor $1+2\Lambda/L$.

**The thick limit**

When $L\gg\Lambda$ the interior profile is straight. Extended outward, it reaches each bath temperature at a distance $h\Lambda$ beyond the boundary, where $h$ is a pure number fixed by the half-space problem. Thus $\Delta T=|dT/dz|(L+2h\Lambda)$, and with $q=\kappa|dT/dz|$,

$$k_{\rm grad}\to\kappa,\qquad k_{\rm eff}\to\frac{\kappa}{1+2h\Lambda/L}.$$

The slab solution at $\tau=10$ gives $2h=1.420$, in agreement with the separately evaluated half-space constant $h=0.7104$. Only in this limit do the jumps become a small correction, and it decays as slowly as $\Lambda/L$.

**A silicon-like sample**

Take $c=1.0$ MJ/(m³ K), $v=2000$ m/s and $\Lambda=200$ nm, with $L=40$ nm and baths at 310 K and 290 K. Then $\tau=0.20$, and

$$\kappa=\frac{10^6\times2000\times200\times10^{-9}}{3}=133\ \mathrm{W/(m\,K)},\qquad g=\frac{10^6\times2000}{4}=500\ \mathrm{MW/(m^2K)} .$$

The integral equation gives $\mathcal T=0.849$ and $d=0.204$. Following random phonon flights through the same slab gives 0.848 and 0.202. The flux is $q=500\times10^6\times0.849\times20=8.5$ GW/m². Of the 20 K between the baths, the extrapolated interior drop takes 4.1 K, which leaves 8.0 K for each extrapolated jump. Hence

$$k_{\rm eff}=\frac{8.49\times10^9\times40\times10^{-9}}{20}=17.0\ \mathrm{W/(m\,K)},\qquad k_{\rm grad}=\frac{17.0}{0.204}=83\ \mathrm{W/(m\,K)} .$$

The slope overstates the effective conductivity by a factor of 4.9 and is 0.63 of the bulk value, so it describes neither. Its use in a device estimate leads to a contradiction. A conductivity of 83 W/(m K) over 40 nm implies a conductance of about 2100 MW/(m² K), four times the ballistic ceiling $g$ of this model.

With material parameters held fixed, the length dependence is as follows, in W/(m K):

| $L$ (nm) | $k_{\rm eff}$ | $k_{\rm grad}$ | ratio |
|---|---|---|---|
| 10 | 4.8 | 59 | 12.4 |
| 40 | 17.0 | 83 | 4.9 |
| 200 | 55 | 118 | 2.1 |
| 1000 | 104 | 133 | 1.28 |
| 4000 | 125 | 133 | 1.07 |

At 1000 nm the slope is a good estimate of the bulk conductivity, but it still exceeds the effective conductivity by 28%. The choice depends on which quantity is wanted.

If the bulk value is the aim, one can assume $1/k_{\rm eff}=1/\kappa+b/L$ and eliminate $b$ between lengths $L$ and $2L$, which gives $1/\kappa=2/k_{\rm eff}(2L)-1/k_{\rm eff}(L)$. The difference is sensitive to rounding, so more digits are kept here: with 16.98 at 40 nm and 29.83 at 80 nm the result is 123 W/(m K), 8% below the bulk value. The linear law is itself approximate at these lengths.

**What is right in the authors' concern**

Thermostats can add a resistance of their own. Suppose each absorbs a fraction $\varepsilon$ of the arriving phonons and reflects the rest diffusely. Let the phonons leaving the hot wall have temperature $B_h$ and those arriving have flux $gI_h$. Then

$$B_h=\varepsilon T_h+(1-\varepsilon)I_h,\qquad q/g=B_h-I_h .$$

Inserting $I_h=B_h-q/g$ gives $T_h-B_h=(1/\varepsilon-1)\,q/g$. The cold side gives the same amount for $B_c-T_c$. The interior behaves as if it lay between ideal baths at $B_h$ and $B_c$, so $B_h-B_c=q/(g\mathcal T)$. Adding the three differences,

$$\frac{g\Delta T}{q}=\frac1{\mathcal T}+2\left(\frac1\varepsilon-1\right).$$

For $\varepsilon=0.8$ the right side is $1.178+0.5=1.678$, and random flights with reflecting walls also give 1.678. The apparent $k_{\rm eff}$ falls from 17.0 to 11.9 W/(m K). The full bath difference therefore describes the sample alone only if the thermostats absorb without appreciable reflection; otherwise it describes the sample together with its thermostats. The chains above are of the second kind. Full transmission over the harmonic band $0<\omega<2$ would give $J/\Delta T=1/\pi=0.318$, whereas the single-atom thermostats deliver 0.191.

For this diffuse reflection and a single mean free path, flux and interior slope are both proportional to $B_h-B_c$, so $k_{\rm grad}$ does not depend on $\varepsilon$. The flights agree within their scatter: the ratio of $d$ to $q/(g\Delta T)$ is 0.242 for flights between reflecting walls, against 0.240 from the integral equation with ideal walls. This insensitivity may be why the slope looks like a material property. It does not turn the slope into a conductance. The remedy for a reflecting thermostat is to improve it or to subtract its own resistance, while keeping the jump that ideal baths would also produce.

**How far the numbers carry over to silicon**

The parameters are rough values for silicon near room temperature, chosen so that one mean free path gives a bulk conductivity of the right size. The flux of 8.5 GW/m² is far above the average load of a chip, but in linear response the ratios do not depend on it. One serious simplification is the single mean free path, since real silicon has a broad spread. Splitting the heat capacity equally between paths of 40 and 360 nm leaves $\kappa$ unchanged but lowers $k_{\rm eff}$ to 14.7 and $k_{\rm grad}$ to 48 W/(m K). The overstatement is then a factor of 3.3, and the slope gives only 36% of the bulk value. These slope values use the temperature defined by energy density. With several mean free paths this is no longer the temperature towards which scattering relaxes, whose slope is steeper and would give a still lower $k_{\rm grad}$.

Two further effects are smaller or leave the ratio alone. If $\Lambda$ varies as $1/T$, evaluating it at either bath temperature moves $k_{\rm eff}$ by about 0.5%. In a Debye model with a rough Debye temperature of 645 K, the quantum heat capacity at 300 K is 0.80 of the classical one. Classical dynamics then overstates $c$ by about 25%, which at fixed $v$ and $\Lambda$ scales both conductivities equally. The thermal wavelength, about 1.3 nm for a rough sound speed of 8000 m/s, is short compared with 40 nm, which supports the particle picture for typical phonons though not for the longest waves. Real device contacts also reflect phonons, and their resistance must be added for the interface in question. Simple addition was derived for diffuse reflection and a single mean free path; for mirror-like reflection or a spread of paths it is an approximation.

**Requested changes**

The effective conductivity should be recomputed from the full bath difference, with evidence that the thermostats absorb well. Stability against the coupling alone is not enough, because the flux is stationary at its maximum even when the thermostat still reflects an appreciable part of the phonons. Where scattering inside the thermostat is negligible, as in the harmonic chain, the thermostats should be made longer and more weakly coupled, with the length growing faster than the friction per atom falls, until the flux stops rising. If the product of length and friction is held fixed, a wave is damped by only a fixed amount on its way through the thermostat and back, and the flux can level off while the thermostat still reflects. In a material that scatters, the weakening has a limit: the distance over which the thermostat absorbs a phonon must stay well below the mean free path. Otherwise phonons are scattered back out before they are absorbed, and weaker coupling lowers the flux however long the thermostat is. The slope-based values may be kept as a separate quantity, but they should be called bulk estimates only once lengthening the sample no longer changes them appreciably. In the slab with a single mean free path, a length of five mean free paths was enough to bring the slope value within 1% of the bulk one; a broad spread of paths needs its own test. If the contacts of the device act as baths, absorbing what arrives and emitting an equilibrium distribution, the prediction should use the conductance $q/\Delta T$, with the extra resistance from reflection at the real contacts added separately. This does not apply to a short segment continued on both sides by the same scattering material. The thick-limit resistance $(L+2h\Lambda)/\kappa$ shows that such a segment adds only its length divided by $\kappa$, which for the 40 nm example is about eight times less than $\Delta T/q$. The jumps of ideal contacts are already included and must not be counted twice. The numerical output gives the values behind these remarks.

## Table of computed values

```
CHAINS (reduced units), atoms: 20  length between end atoms: 19
bath temperatures: 1.5, 0.5; end friction: 1.0
harmonic: flux/bath difference, covariance: 0.19098
harmonic: same from Landauer integral: 0.19098
harmonic: flux with 40 atoms: 0.19098
harmonic: extrapolated interior drop: -2.9e-05
harmonic: k_eff: 3.629
anharmonic MD, quartic constant: 0.5
MD: flux from thermostats: 0.1918 +- 0.0008
MD: flux from bonds: 0.1914
MD: extrapolated interior drop: 0.215 +- 0.007
MD: k_eff: 3.64
MD: k_grad: 16.95
MD: k_grad/k_eff: 4.65
SILICON-LIKE SLAB (rough model values)
heat capacity: 1.0 MJ/(m3 K); speed: 2000 m/s
mean free path: 200 nm; length: 40 nm; tau: 0.20
baths: 310 K and 290 K
bulk conductivity: 133.3 W/(m K)
ballistic conductance: 500 MW/(m2 K)
transmission, integral equation: 0.8492
transmission, random flights: 0.8484
drop fraction, integral equation: 0.2037
drop fraction, random flights: 0.2024
heat flux: 8.492 GW/m2
extrapolated interior drop: 4.07 K
extrapolated jump at each bath: 7.96 K
k_eff (full bath difference): 16.98 W/(m K)
k_grad (jumps discarded): 83.39 W/(m K)
k_grad/k_eff: 4.91; k_grad/bulk: 0.625
L = 10 nm: k_eff 4.77, k_grad 58.94 W/(m K), ratio 12.35
L = 40 nm: k_eff 16.98, k_grad 83.39 W/(m K), ratio 4.91
L = 200 nm: k_eff 55.34, k_grad 117.58 W/(m K), ratio 2.12
L = 1000 nm: k_eff 103.83, k_grad 132.69 W/(m K), ratio 1.28
L = 4000 nm: k_eff 124.56, k_grad 133.42 W/(m K), ratio 1.07
k_eff at 80 nm: 29.83 W/(m K)
bulk extrapolated from both lengths: 122.6 W/(m K)
LIMITS
tau = 0.01: centre slope 2.3751, formula 2.3630
half-space extrapolation constant: 0.7104 mean free paths
tau = 10: extra length 1.4202 mean free paths
tau = 10: k_grad/bulk 0.9998
NEGLECTED EFFECTS
absorptivity 0.8: 1/transmission, flights 1.6777
absorptivity 0.8: 1/transmission, formula 1.6776
absorptivity 0.8: apparent k_eff 11.92 W/(m K)
drop/transmission: black 0.2398, reflecting 0.2423
mean free paths 40 and 360 nm: k_eff 14.65 W/(m K)
mean free paths 40 and 360 nm: k_grad 48.12 W/(m K)
k_eff with mfp of hot, cold bath: 16.90, 17.06 W/(m K)
quantum/classical heat capacity, Debye 645 K: 0.802
thermal wavelength at 8000 m/s: 1.28 nm
```
